# Lower and upper bounds from the clamped-nuclei surface

## The decision

Suppose a potential surface has been computed with the nuclei held fixed. Before quoting a molecular ground-state energy, one must decide whether to add the diagonal correction, and whether to go further and couple electronic states. Two inequalities guide this decision. On the exact clamped-nuclei surface, the nuclear problem without the correction gives a lower bound to the true energy; with it, an upper bound, provided the electronic state is smooth and single-valued and the nuclear symmetry conditions stated below are met. When the uncorrected nuclear ground function satisfies those conditions, the mean correction limits the distance between the bounds. If that mean is then below the accuracy required, neither refinement is needed for the ground-state energy.

The statement concerns the nonrelativistic Coulomb Hamiltonian with point nuclei and no external field. Atomic units are used: $\hbar=m_e=e=1$. Energies are in hartree.

## Removing the overall translation

Let nuclei $A$ have masses $M_A$, positions $\mathbf R_A$ and momenta $\mathbf P_A=-i\nabla_A$. Electrons $i$ have positions $\mathbf r_i$ and momenta $\mathbf p_i$. Put $M_N=\sum_A M_A$ and $\mathbf P=\sum_A\mathbf P_A$. An internal wavefunction does not change when all particles are shifted together, so

$$\Big(\mathbf P+\sum_i\mathbf p_i\Big)\Psi=0,\qquad \mathbf P\Psi=-\sum_i\mathbf p_i\Psi .$$

Define $\boldsymbol\pi_A=\mathbf P_A-(M_A/M_N)\mathbf P$. Expanding the square gives

$$\sum_A\frac{\pi_A^2}{2M_A}=\sum_A\frac{P_A^2}{2M_A}-\frac{P^2}{M_N}+\frac{P^2}{2M_N}.$$

The middle term comes from $\sum_A\mathbf P_A\cdot\mathbf P/M_N$, the last from $\sum_A M_A/M_N=1$. Therefore

$$\sum_A\frac{P_A^2}{2M_A}=T_N+T_{mp},\qquad T_N=\sum_A\frac{\pi_A^2}{2M_A},\qquad T_{mp}=\frac{1}{2M_N}\Big|\sum_i\mathbf p_i\Big|^2 .$$

Both terms are nonnegative. $T_{mp}$ is the kinetic energy of the nuclear centre of mass as it recoils against the electrons. It is called the mass-polarization term here. It contains the diagonal parts $p_i^2/2M_N$ as well as the cross terms $\mathbf p_i\cdot\mathbf p_j/M_N$; some authors keep the name for the cross terms alone, which vanish for one electron.

We also need to know what $T_N$ differentiates. Measure electrons from the nuclear centre of mass, $\mathbf s_i=\mathbf r_i-\sum_A M_A\mathbf R_A/M_N$. Moving nucleus $A$ at fixed $\mathbf r_i$ also changes $\mathbf s_i$, so the chain rule gives

$$\mathbf P_A=-i\nabla_A\big|_{\mathbf s}-\frac{M_A}{M_N}\sum_i\mathbf p_i .$$

Subtracting $(M_A/M_N)\mathbf P=-(M_A/M_N)\sum_i\mathbf p_i$ leaves $\boldsymbol\pi_A=-i\nabla_A|_{\mathbf s}$. Thus $T_N$ acts on the relative nuclear configuration, denoted $R$, while the electron coordinates $s$ stay fixed. The internal Hamiltonian is

$$H=T_N+T_{mp}+H_e(R).$$

Here $H_e(R)$ holds the electronic kinetic energy with the ordinary electron mass and all Coulomb terms, including nuclear repulsion.

## The three energies

Let $E_0(R)$ be the lowest eigenvalue of $H_e(R)$ among functions allowed by electron permutation symmetry and the chosen total spin. Let $\phi_0(s;R)$ be its eigenfunction, real and normalized at each $R$. Spin sums are included in integrals over $s$. Define the diagonal correction

$$C(R)=\sum_A\frac{1}{2M_A}\langle\nabla_A\phi_0|\nabla_A\phi_0\rangle ,$$

where $\nabla_A$ is taken at fixed laboratory positions $\mathbf r_i$. The lowest energies, understood as infima of energy expectations, are

- $E$, for $H$;
- $E_{BO}$, for $T_N+E_0(R)$;
- $E_{ad}$, for $T_N+E_0(R)+C(R)$.

The claim is

$$\boxed{E_{BO}\le E\le E_{ad}}$$

The upper bound requires $\phi_0$ to be differentiable and single-valued in $R$, with $\langle C\rangle$ finite for the nuclear functions used. The product of nuclear function and $\phi_0$ must also have the permutation symmetry required of identical nuclei. The lower bound needs none of these conditions.

## The lower bound

Take any allowed normalized $\Psi(s,R)$ with finite energy. At fixed $R$, $\Psi$ is an unnormalized electronic trial function. The electronic variational principle gives

$$\int\Psi^*H_e(R)\Psi\,ds\ \ge\ E_0(R)\int|\Psi|^2ds .$$

Integration over $R$ yields $\langle H_e\rangle\ge\langle E_0\rangle$. Since $\langle T_{mp}\rangle\ge0$,

$$\langle H\rangle\ge\langle T_N+E_0(R)\rangle .$$

Now read the same function the other way. At fixed $s$, $\Psi(s,\cdot)$ is an unnormalized nuclear trial function, and $T_N$ does not differentiate $s$. The definition of $E_{BO}$ gives

$$\int\Psi^*\,[T_N+E_0(R)]\,\Psi\,dR\ \ge\ E_{BO}\int|\Psi|^2dR .$$

Integrating over $s$ and using normalization gives $\langle H\rangle\ge E_{BO}$ for every allowed $\Psi$, and hence $E\ge E_{BO}$. Nuclear symmetry restrictions on $\Psi$ can only raise $E$, so they do no harm.

If $\Psi$ is the true ground state, adding and subtracting $\langle E_0\rangle$ shows what was discarded:

$$E-E_{BO}=\big[\langle T_N+E_0\rangle-E_{BO}\big]+\langle H_e-E_0\rangle+\langle T_{mp}\rangle .$$

Each of the three parts is nonnegative by the steps above. Physically, the uncorrected problem lets the electrons reach their lowest energy at every $R$ without charging any nuclear kinetic energy for the way the electronic state changes with $R$.

## The upper bound

Now charge that cost by using the trial function $\Psi=\chi(R)\phi_0(s;R)$ with $\int|\chi|^2dR=1$. Return to the laboratory momenta, because $\sum_AP_A^2/2M_A$ already contains both $T_N$ and $T_{mp}$. The product rule gives

$$\nabla_A(\chi\phi_0)=\phi_0\nabla_A\chi+\chi\nabla_A\phi_0 .$$

Square this and integrate over the electrons at fixed nuclei:

$$\int|\nabla_A\Psi|^2=|\nabla_A\chi|^2+|\chi|^2\langle\nabla_A\phi_0|\nabla_A\phi_0\rangle+2\,\mathrm{Re}\big[\chi\nabla_A\chi^*\cdot\langle\phi_0|\nabla_A\phi_0\rangle\big].$$

The last term vanishes. For real normalized $\phi_0$,

$$0=\nabla_A\langle\phi_0|\phi_0\rangle=2\langle\phi_0|\nabla_A\phi_0\rangle .$$

Divide by $2M_A$ and sum over nuclei. The second term becomes $|\chi|^2C(R)$. In the first, $\chi$ depends on relative nuclear positions alone, so $\mathbf P\chi=0$, $\boldsymbol\pi_A\chi=\mathbf P_A\chi$, and the sum is the $T_N$ energy of $\chi$. The electronic term gives $\langle\phi_0|H_e|\phi_0\rangle=E_0(R)$. Altogether

$$\langle\chi\phi_0|H|\chi\phi_0\rangle=\langle\chi|T_N+E_0(R)+C(R)|\chi\rangle .$$

The left side is at least $E$ by the variational principle. Minimizing the right side over $\chi$ gives $E\le E_{ad}$.

If $E_{BO}$ has a normalized minimizer $\chi_{BO}$ that is admissible in this product, it may be used as a trial function for the corrected problem:

$$E_{ad}\le\langle\chi_{BO}|T_N+E_0+C|\chi_{BO}\rangle=E_{BO}+\langle C\rangle_{BO}.$$

Therefore

$$0\le E-E_{BO}\le E_{ad}-E_{BO}\le\langle C\rangle_{BO}.$$

This is the estimate needed for the opening decision. If $C(R)$ stays bounded, it needs only the values of $C$ where $\chi_{BO}$ is appreciable and one average over that function, but no coupling of electronic states. If all nuclear masses are multiplied by $\lambda$, $C(R)$ at fixed $R$ is divided by $\lambda$, because $\phi_0$ and its laboratory gradients do not depend on nuclear mass.

## What must go into the correction

Applying the kinetic-energy identity to $\phi_0$ splits the correction:

$$C(R)=\sum_A\frac{1}{2M_A}\big\langle\nabla_A\phi_0|_{\mathbf s}\big|\nabla_A\phi_0|_{\mathbf s}\big\rangle+\frac{1}{2M_N}\Big\langle\phi_0\Big|\Big|\sum_i\mathbf p_i\Big|^2\Big|\phi_0\Big\rangle .$$

The second term is the mass-polarization part. Dropping $T_{mp}$ is legitimate in the lower bound, where a nonnegative quantity is removed from the smaller side. Dropping it from $C$ removes energy that the trial function really has, so the proof of the upper bound no longer applies. The example below shows that the bound itself can then fail.

Approximate electronic functions affect the two bounds differently. Let $\tilde\phi$ be a real, normalized, smooth approximation. The upper-bound derivation still holds with $E_0$ replaced by $\langle\tilde\phi|H_e|\tilde\phi\rangle$ and $C$ computed from $\tilde\phi$. The lower bound does not survive in this way, because a variational electronic energy lies above $E_0(R)$. If its error is known to be at most $\epsilon$ at every $R$, subtracting $\epsilon$ from the surface restores a lower bound.

At a crossing of electronic states the upper-bound conditions need attention. Near a simple two-state conical intersection, let $\rho$ and $\theta$ be polar coordinates in the plane that splits the states. Take as a model the real lower state $\cos(\theta/2)\,a+\sin(\theta/2)\,b$ with fixed orthonormal $a,b$. Its derivative along the circle has norm $1/(2\rho)$, so $C$ grows as $1/\rho^2$. The state also changes sign when $\theta$ increases by $2\pi$. The product $\chi\phi_0$ is single-valued if $\chi$ changes sign too, and $\langle C\rangle$ must remain finite. A single-valued $\chi_{BO}$ does not meet this condition, so the estimate by $\langle C\rangle_{BO}$ is then not available, even if $\chi_{BO}$ is very small at the intersection. The lower bound is untouched, since its proof never differentiates $\phi_0$.

## Worked example: H2+ and D2+

These ions have one electron and two equal nuclei of mass $M$, so $M_N=2M$ and the reduced nuclear mass is $M/2$. The lowest one-electron clamped state can be chosen positive and is unique. It is therefore unchanged by rotation about the axis and by exchange of the nuclei. A nuclear function of the distance $R$ alone then gives a product with zero total angular momentum that is even under nuclear exchange, which suitable nuclear spin states allow for both ions.

Writing $\chi\propto u(R)/R$ reduces the nuclear problem to

$$-\frac1M u''+U(R)u=\varepsilon u,$$

with $U=E_0$ for $E_{BO}$ and $U=E_0+C$ for $E_{ad}$.

The energy $E$ is computed separately by diagonalizing the three-body Hamiltonian, with no product form assumed. At zero angular momentum the wavefunction depends on the electron–nucleus distances $r_1,r_2$ and on $R$. The kinetic energy is built from the gradients of all three particles. For the electron, for example,

$$|\nabla_e\Psi|^2=\Psi_1^2+\Psi_2^2+2\cos\theta_e\,\Psi_1\Psi_2,\qquad \cos\theta_e=\frac{r_1^2+r_2^2-R^2}{2r_1r_2},$$

where subscripts on $\Psi$ denote derivatives with respect to $r_1$ and $r_2$. The nuclear gradients follow in the same way from the two distances that end at each nucleus.

For H2+, $M=1836.15$, and the results in hartree are

$$E_{BO}=-0.597395905,\quad E=-0.597139063,\quad E_{ad}=-0.597138460 .$$

The order is as proved. The distances are

$$E-E_{BO}=0.597395905-0.597139063=0.000256842,$$

$$E_{ad}-E=0.597139063-0.597138460=0.000000603 .$$

The whole interval is 257.445 microhartree, or 56.5 cm$^{-1}$. The simpler estimate $\langle C\rangle_{BO}$ is 257.459 microhartree, slightly larger as required. One enlargement of the basis, with the radial interval held fixed, changed the three energies by at most about 0.00003 microhartree. That is evidence of convergence, not a rigorous error bound, but it is far smaller than the smallest gap.

The nonnegative parts of $E-E_{BO}$, in microhartree, are 94.413 for the nuclear part, 0.598 for the electronic part and 161.831 for mass polarization. Their sum is

$$94.413+0.598+161.831=256.842 .$$

Most of the lower bound's deficit in this ion is thus recoil of the nuclear centre of mass. If that part is omitted from $C$, the corrected problem gives $-0.597300416$ hartree. This is 161.4 microhartree below $E$, so it is not an upper bound.

For D2+, $M=3670.48$, and the bounds are $-0.598917635$ and $-0.598788582$ hartree, with $E=-0.598788784$ between them. The interval is 129.053 microhartree. The ratio of the two intervals is $257.445/129.053=1.995$, close to the mass ratio 1.999. It need not equal the mass ratio: $MC(R)$ is the same curve for both ions, but their nuclear functions average it differently.

The upper bound lies much closer to $E$ than the lower bound does. To see why, let $\Psi$ be the true ground state and write the normalized adiabatic product as $\Psi+\delta$. Since $(H-E)\Psi=0$,

$$E_{ad}-E=\langle\Psi+\delta|H-E|\Psi+\delta\rangle=\langle\delta|H-E|\delta\rangle .$$

The upper error is quadratic in the error of the wavefunction. The lower bound has no such protection. Even when $\delta=0$ it omits the whole mean of $C$: the mass-polarization part and the nuclear kinetic energy that comes from the change of $\phi_0$ with $R$ at fixed $s$. From H2+ to D2+ the upper gap falls from 0.603 to 0.203 microhartree, a factor of about 3 for a doubling of mass. Two masses do not establish a power law.

Electronic accuracy matters at this scale. For H2+ at $R=2$ bohr, $E_0=-0.60263421$ hartree, while the cc-pVQZ Gaussian basis gives $-0.60252058$. The difference is 114 microhartree, against a correction $C$ of 259 microhartree. A nominal lower bound built on that Gaussian surface would need its electronic error controlled first. For the correction itself, overlaps of orbitals with displaced nuclei in the same basis give 259.05 microhartree, against 259.14 from the three-body coordinates. This difference, which contains both basis and finite-step error, is small in absolute terms because $C$ carries the factor $1/M$. The Gaussian value uses a displacement of 0.02 bohr; reducing it to 0.004 bohr raises the value by 0.03 microhartree, to 259.08. The remaining difference, relative to $C$, is about $2\times10^{-4}$, comparable to the error of $E_0$ relative to $|E_0|$, also about $2\times10^{-4}$.

## Excited levels

Suppose the corrected problem has discrete levels $E_{ad,0}\le E_{ad,1}\le\dots$ The first $n+1$ nuclear eigenfunctions, each multiplied by $\phi_0$, span an $(n+1)$-dimensional space, because multiplication by normalized $\phi_0$ preserves inner products of nuclear functions. The largest energy expectation in this space is $E_{ad,n}$. By the min-max principle, the $n$th level of $H$ in the same symmetry class cannot lie above it.

The lower bound does not extend in this way. As an operator on functions of both $s$ and $R$, $T_N+E_0(R)$ leaves the dependence on $s$ free. Each of its levels is therefore infinitely degenerate, and min-max returns $E_{BO}$ again for every $n$.

A solvable model shows that the missing bound is false in general. Let a light particle of mass 1 at $x$ be bound to a heavy one at $X$:

$$H=\frac{P^2}{2M}+\frac{p^2}{2}+\frac{k}{2}(x-X)^2+\frac K2X^2 .$$

The tether $K$ fixes the origin, so no translation is removed and there is no separate $T_{mp}$. Set $\omega=\sqrt k$ and $\Omega=\sqrt{K/M}$. At fixed $X$ the light ground energy is $E_0(X)=\omega/2+KX^2/2$, hence $E_{BO}=(\omega+\Omega)/2$. The light state depends on $x-X$, so $\partial_X\phi_0=-\partial_x\phi_0$. An oscillator ground state has kinetic energy $\omega/4$, which means $\langle p^2\rangle=\omega/2$ and

$$C=\frac{\langle p^2\rangle}{2M}=\frac{\omega}{4M}.$$

For the full problem use coordinates $x$ and $\sqrt M X$. The squared normal frequencies $\omega_\pm^2$ are the eigenvalues of

$$D=\begin{pmatrix}k&-k/\sqrt M\\-k/\sqrt M&(k+K)/M\end{pmatrix}.$$

Its trace is $\omega^2+\Omega^2+\omega^2/M$. Its determinant is $k(k+K)/M-k^2/M=kK/M=\omega^2\Omega^2$, so $\omega_+\omega_-=\omega\Omega$. Therefore

$$(\omega_++\omega_-)^2=\mathrm{tr}\,D+2\omega\Omega=(\omega+\Omega)^2+\frac{\omega^2}{M},$$

$$E=\frac12\sqrt{(\omega+\Omega)^2+\frac{\omega^2}{M}} .$$

This is visibly at least $E_{BO}$. With $a=\omega+\Omega$, the inequality $\sqrt{a^2+b^2}\le a+b^2/(2a)$ gives

$$E\le\frac a2+\frac{\omega^2}{4Ma}\le\frac a2+\frac{\omega}{4M}=E_{ad},$$

because $\omega\le a$. Both ground-state bounds hold.

Now excite the slow mode $n$ times. The full and uncorrected levels are

$$E_n=\tfrac12\omega_++(n+\tfrac12)\omega_-,\qquad E_{BO,n}=\tfrac12\omega+(n+\tfrac12)\Omega .$$

The larger eigenvalue of $D$ exceeds its diagonal element $k$, since the off-diagonal element is nonzero. Hence $\omega_+>\omega$, and the product relation gives $\omega_-<\Omega$. The full level lies below the uncorrected one when

$$n+\frac12>\frac{\omega_+-\omega}{2(\Omega-\omega_-)} .$$

For $k=1$, $K=0.25$ and $M=100$, the frequencies are $\omega=1$, $\Omega=0.05$, $\omega_+=1.00499991$ and $\omega_-=0.04975125$. The right side is $0.00499991/(2\times0.00024875)=10.05$, so the first such level is $n=10$. There $E_{10}=1.024888$ and $E_{BO,10}=1.025000$ hartree. Ten slow quanta cost 0.4975 hartree, less than one fast quantum, so this really is level 10 counted from zero in both spectra. The uncorrected surface bounds the ground state from below, but it gives no such guarantee for a vibrational level above it. The model shows that no general bound exists; it does not show that the low vibrational levels of a given molecule fall below their uncorrected values.

The numerical check checks the bounds and these examples numerically.

## Calculated quantities

```
H2+ surface E0 at R = 2.0 bohr: -0.60263421 hartree
  same, Gaussian basis cc-pVQZ: -0.60252058 hartree
H2+ correction C at same R: 259.139 microhartree
  same, displaced Gaussian orbitals: 259.054 microhartree
H2+: nuclear mass M = 1836.152673 electron masses
  lower bound E_BO = -0.597395905 hartree
  three-body E     = -0.597139063 hartree
  upper bound E_ad = -0.597138460 hartree
  chi*phi0 in full Hamiltonian = -0.597138460 hartree
  E - E_BO = 256.842 microhartree
    nuclear part = 94.413 microhartree
    electronic part = 0.598 microhartree
    mass-polarization part = 161.831 microhartree
  E_ad - E = 0.603 microhartree
  width E_ad - E_BO = 257.445 microhartree = 56.503 cm^-1
  mean of C in chi_BO = 257.459 microhartree
  E_ad without mass polarization = -0.597300416 hartree
  largest change with basis = 0.00003 microhartree
D2+: nuclear mass M = 3670.482968 electron masses
  lower bound E_BO = -0.598917635 hartree
  three-body E     = -0.598788784 hartree
  upper bound E_ad = -0.598788582 hartree
  chi*phi0 in full Hamiltonian = -0.598788582 hartree
  E - E_BO = 128.850 microhartree
    nuclear part = 47.350 microhartree
    electronic part = 0.201 microhartree
    mass-polarization part = 81.299 microhartree
  E_ad - E = 0.203 microhartree
  width E_ad - E_BO = 129.053 microhartree = 28.324 cm^-1
  mean of C in chi_BO = 129.057 microhartree
  E_ad without mass polarization = -0.598869912 hartree
  largest change with basis = 0.00003 microhartree
Oscillators: k = 1.00, K = 0.25, M = 100 (atomic units)
  omega = 1.000000, Omega = 0.050000 hartree
  normal modes: fast 1.00499991, slow 0.04975125 hartree
  E_BO = 0.52500000 hartree
  E    = 0.52737558 hartree
  E_ad = 0.52750000 hartree
  C = 0.00250000 hartree
  first level below its uncorrected value: n = 10
    exact level = 1.02488806 hartree
    uncorrected level = 1.02500000 hartree
```
